# Magnetisability and magnetic shielding of hydrogen with a displaced gauge origin

**Examination question: the hydrogen atom with a displaced gauge origin**

Take the hydrogen atom in the non-relativistic model with a fixed point nucleus at $\mathbf r=0$. Electron spin is left out; its Zeeman and hyperfine couplings depend on magnetic fields, not on vector potentials, and so do not contain the gauge origin. Atomic units are used ($\hbar=m_e=e=4\pi\varepsilon_0=1$, $\mu_0/4\pi=\alpha^2$), and the electron has charge $-1$. In a uniform field $\mathbf B$ and the field of an uncharged point dipole $\mathbf m$ at $\mathbf R$,

$$H=\tfrac12(\mathbf p+\mathbf A_B+\mathbf A_m)^2-\frac1r,$$

$$\mathbf A_B=\tfrac12\mathbf B\times(\mathbf r-\mathbf d),\qquad \mathbf A_m=\alpha^2\,\frac{\mathbf m\times\mathbf s}{s^3},\qquad \mathbf s=\mathbf r-\mathbf R .$$

The point $\mathbf d$ is the gauge origin. Magnetisability and shielding are $\xi_{ab}=-\partial^2E/\partial B_a\partial B_b$ and $\sigma_{ab}=\partial^2E/\partial m_a\partial B_b$ at $\mathbf B=\mathbf m=0$. The unperturbed state is $\psi_0=e^{-r}/\sqrt\pi$, with $E_0=-\tfrac12$, density $\rho=\psi_0^2$ and averages $\langle\cdot\rangle$. Write $\mathbf k=\mathbf B\times\mathbf d$. For numbers use $\mathbf d=(1,0,2)$ bohr, $\alpha^2=53.2514$ ppm, and a dipole either at the nucleus or at $\mathbf R=(0,0,1.5)$ bohr.

**(a) Expand $H$ and express the energy terms of order $B^2$ and $mB$ through the first-order function in $\mathbf B$ alone.**

*Answer.* Since $\mathbf p\cdot(\mathbf Af)=\mathbf A\cdot\mathbf pf-i(\nabla\cdot\mathbf A)f$, the cross terms combine to $\mathbf A\cdot\mathbf p$ when $\nabla\cdot\mathbf A=0$. For the uniform field $\nabla\cdot(\mathbf B\times\mathbf u)=-\mathbf B\cdot(\nabla\times\mathbf u)=0$ with $\mathbf u=\mathbf r-\mathbf d$. For the dipole, $\nabla\times(\mathbf m/s)=\nabla(1/s)\times\mathbf m=\mathbf m\times\mathbf s/s^3$, so $\mathbf A_m$ is a curl and has no divergence. With $(\mathbf B\times\mathbf r)\cdot\mathbf p=\mathbf B\cdot\mathbf L$, where $\mathbf L=\mathbf r\times\mathbf p$ refers to the nucleus,

$$H^B=\mathbf A_B\cdot\mathbf p=\tfrac12\mathbf B\cdot\mathbf L-\tfrac12\mathbf k\cdot\mathbf p,\qquad H^{BB}=\tfrac12A_B^2,$$

$$H^m=\mathbf A_m\cdot\mathbf p,\qquad H^{mB}=\mathbf A_B\cdot\mathbf A_m .$$

The energy of order $m^2$ diverges for a point dipole, through the term $\langle\tfrac12A_m^2\rangle$, and is finite for a dipole of finite size. For a strict point dipole this $1/s^4$ repulsion makes the exact energy rise in proportion to $|\mathbf m|$, so the expansion in $\mathbf m$ below is to be read for a dipole of finite size, with the derivatives taken at $\mathbf m=0$ first and the size sent to zero afterwards. The $mB$ term is finite in that limit because $1/s^2$ is integrable. The $m^2$ term does not enter $\xi$ or $\sigma$ and is dropped.

The first-order energy vanishes, because $\langle\mathbf A\cdot\mathbf p\rangle=-\tfrac i2\int\mathbf A\cdot\nabla\rho\,d^3r=\tfrac i2\int\rho\,\nabla\cdot\mathbf A\,d^3r=0$. The first-order part of the Schrödinger equation then splits into

$$(H_0-E_0)\psi_1=-H^B\psi_0,\qquad (H_0-E_0)\psi_m=-H^m\psi_0,$$

with both functions taken orthogonal to $\psi_0$. Projecting the second-order part on $\psi_0$ removes the unknown second-order function, since $\langle\psi_0|(H_0-E_0)=0$, and leaves

$$E^{(2)}=\langle H^{BB}+H^{mB}\rangle+\langle\psi_0|H^B+H^m|\psi_1+\psi_m\rangle .$$

In the mixed term, $\psi_m$ is eliminated by using the two first-order equations in turn:

$$\langle\psi_0|H^B|\psi_m\rangle=-\langle\psi_1|H_0-E_0|\psi_m\rangle=\langle\psi_1|H^m|\psi_0\rangle .$$

This is the complex conjugate of the other mixed term $\langle\psi_0|H^m|\psi_1\rangle$. Hence

$$E_{BB}=\langle H^{BB}\rangle+\langle\psi_0|H^B|\psi_1\rangle=-\tfrac12B_a\xi_{ab}B_b,$$

$$E_{mB}=\langle H^{mB}\rangle+2\,\mathrm{Re}\langle\psi_1|H^m|\psi_0\rangle=m_a\sigma_{ab}B_b .$$

Repeated indices are summed. The first term in each line is called diamagnetic, the second paramagnetic.

**(b) Find $\xi$, and $\sigma$ at the nucleus, for $\mathbf d=0$.**

*Answer.* Because $\nabla\psi_0=-\hat{\mathbf r}\psi_0$ is radial, $\mathbf L\psi_0=0$. With $\mathbf k=0$ this gives $H^B\psi_0=0$ and $\psi_1=0$, so only diamagnetic terms remain. The radial averages are $\langle r^n\rangle=4\int_0^\infty r^{n+2}e^{-2r}dr=4(n+2)!/2^{n+3}$, so $\langle r^2\rangle=3$ and $\langle1/r\rangle=1$. In a spherical density $r_ar_b$ may be replaced by $r^2\delta_{ab}/3$. Then

$$\langle H^{BB}\rangle=\tfrac18\langle B^2r^2-(\mathbf B\cdot\mathbf r)^2\rangle=\tfrac18\cdot\tfrac23\cdot3\,B^2=\tfrac14B^2,$$

so $\xi_{ab}=-\tfrac12\delta_{ab}$. The atomic unit is $7.89104\times10^{-29}$ J T$^{-2}$, which makes $\xi=-3.9455\times10^{-29}$ J T$^{-2}$.

For the shielding use $(\mathbf a\times\mathbf b)\cdot(\mathbf c\times\mathbf e)=(\mathbf a\cdot\mathbf c)(\mathbf b\cdot\mathbf e)-(\mathbf a\cdot\mathbf e)(\mathbf b\cdot\mathbf c)$:

$$\langle H^{mB}\rangle=\frac{\alpha^2}2\Big\langle\frac{(\mathbf m\cdot\mathbf B)r^2-(\mathbf m\cdot\mathbf r)(\mathbf B\cdot\mathbf r)}{r^3}\Big\rangle=\frac{\alpha^2}2\cdot\frac23\Big\langle\frac1r\Big\rangle\mathbf m\cdot\mathbf B .$$

Thus $\sigma_{ab}=(\alpha^2/3)\delta_{ab}$, and $53.2514/3=17.75$ ppm. All numbers in this question belong to the stated model and are the orbital parts only. Nuclear motion and relativity change the orbital $\xi$ by relative amounts of order $m_e/m_p$ and $\alpha^2$. The omitted spin is not a small correction for the real atom, whose electron is unpaired: Zeeman mixing of the hyperfine levels gives the $F=0$ level a zero-field magnetisability of about $+2\times10^{6}$ a.u.

**(c) Solve the first-order equation in closed form for arbitrary $\mathbf d$, show that the solution is unique, and relate it to a gauge transformation.**

*Answer.* With $\mathbf L\psi_0=0$ the equation is

$$(H_0-E_0)\psi_1=\tfrac12\mathbf k\cdot\mathbf p\,\psi_0 .$$

The potential is a multiplicative function and commutes with $\mathbf r$. From $[p_b,r_a]=-i\delta_{ab}$, $[p_bp_b,r_a]=p_b[p_b,r_a]+[p_b,r_a]p_b=-2ip_a$, so $[H_0,\mathbf r]=-i\mathbf p$, that is $\mathbf p=i[H_0,\mathbf r]$. Acting on the eigenfunction,

$$\mathbf p\psi_0=i(H_0\mathbf r-\mathbf rH_0)\psi_0=i(H_0-E_0)\,\mathbf r\psi_0 .$$

The right side of the equation is therefore $(H_0-E_0)$ acting on

$$\psi_1=\tfrac i2(\mathbf k\cdot\mathbf r)\,\psi_0 .$$

Direct differentiation gives the same. Put $w=\mathbf k\cdot\mathbf r$, with $\nabla w=\mathbf k$ and $\nabla^2w=0$. Then $\nabla^2(w\psi_0)=w\nabla^2\psi_0+2\mathbf k\cdot\nabla\psi_0$, so $(H_0-E_0)w\psi_0=-\mathbf k\cdot\nabla\psi_0$, and multiplying by $i/2$ gives $-\tfrac i2\mathbf k\cdot\nabla\psi_0=\tfrac12\mathbf k\cdot\mathbf p\psi_0$.

Two normalisable solutions differ by a solution of $(H_0-E_0)f=0$, which is a multiple of $\psi_0$ because the ground level is nondegenerate. The function found is odd under $\mathbf r\to-\mathbf r$ and so orthogonal to $\psi_0$, which fixes that multiple at zero.

Write $\mathbf A_B=\mathbf A_0+\nabla\chi$ with $\mathbf A_0=\tfrac12\mathbf B\times\mathbf r$ and $\chi=-\tfrac12w$. Since $\mathbf p\,e^{-i\chi}f=e^{-i\chi}(\mathbf p-\nabla\chi)f$,

$$(\mathbf p+\mathbf A_0+\nabla\chi+\mathbf A_m)\,e^{-i\chi}f=e^{-i\chi}(\mathbf p+\mathbf A_0+\mathbf A_m)f .$$

Every exact eigenfunction for origin $\mathbf d$ is thus $e^{iw/2}$ times the centred one, with the same energy, at any field strength. The function $\psi_1$ is the linear term of this phase acting on $\psi_0$. It is a pure $p$ function with norm squared $\tfrac14k^2\langle r^2\rangle/3=k^2/4$. For $\mathbf B$ along $y$, $\mathbf k=B\,(2,0,-1)$ and $\|\psi_1\|=B\sqrt5/2=1.118\,B$. The linear term approximates the wavefunction only while $|\mathbf k|\ll1$, a condition on $B$ that tightens as the origin is moved away at right angles to the field; the second derivatives at zero field are defined for any $\mathbf d$.

**(d) Find the diamagnetic and paramagnetic parts of $\xi$ and their sum. Evaluate them.**

*Answer.* Here $\mathbf A_B=\tfrac12(\mathbf B\times\mathbf r-\mathbf k)$, so

$$\langle H^{BB}\rangle=\tfrac18\langle|\mathbf B\times\mathbf r|^2\rangle-\tfrac14\mathbf k\cdot(\mathbf B\times\langle\mathbf r\rangle)+\tfrac18k^2=\tfrac14B^2+\tfrac18k^2,$$

using (b) and $\langle\mathbf r\rangle=0$. In the paramagnetic term $\mathbf L$ is Hermitian and annihilates $\psi_0$ on the left, so

$$\langle\psi_0|H^B|\psi_1\rangle=-\tfrac12\cdot\tfrac i2\,k_ak_b\langle p_ar_b\rangle .$$

The product rule and one integration by parts give

$$\langle p_ar_b\rangle=-i\Big[\delta_{ab}+\tfrac12\int r_b\,\partial_a\rho\,d^3r\Big]=-i\big[\delta_{ab}-\tfrac12\delta_{ab}\big]=-\tfrac i2\delta_{ab}.$$

The paramagnetic energy is $(-\tfrac i4)(-\tfrac i2)k^2=-\tfrac18k^2$, which cancels the added diamagnetic term. With $k^2=B^2d^2-(\mathbf B\cdot\mathbf d)^2=B_aD_{ab}B_b$ and $D_{ab}=d^2\delta_{ab}-d_ad_b$, comparison with $-\tfrac12B_a\xi_{ab}B_b$ gives

$$\xi^{\rm dia}_{ab}=-\tfrac12\delta_{ab}-\tfrac14D_{ab},\qquad \xi^{\rm para}_{ab}=\tfrac14D_{ab},\qquad \xi_{ab}=-\tfrac12\delta_{ab}.$$

For $\mathbf d=(1,0,2)$, $d^2=5$, so $D_{xx}=5-1=4$, $D_{yy}=5$, $D_{zz}=5-4=1$ and $D_{xz}=D_{zx}=-2$ in bohr$^2$; the other elements vanish. In atomic units:

| | $xx$ | $yy$ | $zz$ | $xz$ |
|---|---|---|---|---|
| dia | $-1.50$ | $-1.75$ | $-0.75$ | $0.50$ |
| para | $1.00$ | $1.25$ | $0.25$ | $-0.50$ |
| sum | $-0.50$ | $-0.50$ | $-0.50$ | $0$ |

The separate parts are anisotropic for a spherical atom, and for a field across $\mathbf d$ their origin-dependent terms grow as $d^2$, so neither part is a property of the atom. A field along $\mathbf d$ has $\mathbf k=0$ and is unaffected by the displacement.

**(e) For a dipole at any $\mathbf R$, find the $\mathbf d$-dependent terms of $\sigma$ as tensors. State what happens when the dipole is at the nucleus.**

*Answer.* The $\mathbf d$-dependent part of $\mathbf A_B$ is the constant $-\tfrac12\mathbf k$, so the diamagnetic energy shifts by $-\tfrac12\mathbf k\cdot\langle\mathbf A_m\rangle$. For the paramagnetic term, $\psi_1^*=-\tfrac i2w\psi_0$ and $H^m\psi_0=-i\mathbf A_m\cdot\nabla\psi_0$. The product of the prefactors is $(-\tfrac i2)(-i)=-\tfrac12$, and $\psi_0\nabla\psi_0=\tfrac12\nabla\rho$, so

$$2\,\mathrm{Re}\langle\psi_1|H^m|\psi_0\rangle=-\tfrac12\int w\,\mathbf A_m\cdot\nabla\rho\,d^3r .$$

Now $\nabla\cdot(w\rho\mathbf A_m)=w\mathbf A_m\cdot\nabla\rho+\rho\,\mathbf k\cdot\mathbf A_m$. Integrate over all space outside a small sphere about $\mathbf R$. The flux through that sphere is zero because $\mathbf A_m\cdot\mathbf s=0$, the flux at infinity is zero because $\rho$ decays, and the excluded volume contributes nothing in the limit because $1/s^2$ is integrable. The paramagnetic energy is therefore $+\tfrac12\mathbf k\cdot\langle\mathbf A_m\rangle$, and the two terms cancel for every $\mathbf R$.

The cancellation is local. To first order in $\mathbf B$ the probability current $\mathrm{Re}\,\psi^*(\mathbf p+\mathbf A_B)\psi$ has the diamagnetic part $\rho\mathbf A_B=\rho\mathbf A_0-\tfrac12\mathbf k\rho$ and the paramagnetic part

$$\psi_0\mathbf p\psi_1+\psi_1^*\mathbf p\psi_0=\tfrac12\big(\mathbf k\rho+w\psi_0\nabla\psi_0\big)-\tfrac12w\psi_0\nabla\psi_0=\tfrac12\mathbf k\rho .$$

The displaced origin adds to the first part a drift of the whole density with the uniform velocity $-\tfrac12\mathbf k$, and $\psi_1$ removes it at each point, leaving the circulation $\rho\mathbf A_0$.

To evaluate the terms write $\langle\mathbf A_m\rangle=\alpha^2\mathbf m\times\mathbf F$ with $\mathbf F=\langle\mathbf s/s^3\rangle$. The vector $-\mathbf F=\int\rho\,(\mathbf R-\mathbf r)/|\mathbf R-\mathbf r|^3d^3r$ is the Coulomb field at $\mathbf R$ of a positive charge density $\rho$. For a spherical density Gauss's law gives $\mathbf F=-q\hat{\mathbf R}/R^2$, with $q$ the charge inside radius $R$. Repeated integration by parts yields

$$\int_0^Rr^ne^{-2r}dr=\frac{n!}{2^{n+1}}\Big[1-e^{-2R}\sum_{j=0}^n\frac{(2R)^j}{j!}\Big],$$

and with $n=2$, $q=4\int_0^Rr^2e^{-2r}dr=1-e^{-2R}(1+2R+2R^2)$. The vector identity of (b) turns the diamagnetic shift into

$$-\frac{\alpha^2}2(\mathbf B\times\mathbf d)\cdot(\mathbf m\times\mathbf F)=-\frac{\alpha^2}2\big[(\mathbf m\cdot\mathbf B)(\mathbf d\cdot\mathbf F)-(\mathbf m\cdot\mathbf d)(\mathbf B\cdot\mathbf F)\big],$$

so that

$$\Delta\sigma^{\rm dia}_{ab}=\frac{\alpha^2q}{2R^2}\big(\delta_{ab}\,\mathbf d\cdot\hat{\mathbf R}-d_a\hat R_b\big)=-\sigma^{\rm para}_{ab}.$$

The shift is linear in $\mathbf d$, and it is not symmetric in $a,b$ unless $\mathbf d$ is parallel to $\mathbf R$.

At the nucleus there is nothing to cancel. For small $R$, $q\simeq4R^3/3$, so $|\mathbf F|\simeq4R/3\to0$ and the diamagnetic shift vanishes. Independently, $H^m\psi_0=\alpha^2\mathbf m\cdot\mathbf L\psi_0/r^3=0$, so the paramagnetic term vanishes. The nuclear shielding is $\alpha^2/3=17.75$ ppm and wholly diamagnetic for every $\mathbf d$. It stays at its centred value by spherical symmetry alone, even if $\psi_1$ is approximated badly or omitted, whereas $\xi$ returns to its centred value only if $\langle\psi_0|H^B|\psi_1\rangle$ takes its exact value $-k^2/8$.

**(f) Find the value of $\sigma$ that remains at $\mathbf R\ne0$, examine its limits, and evaluate all terms for $\mathbf R=(0,0,1.5)$ bohr.**

*Answer.* After the cancellation $E_{mB}=\langle\mathbf A_0\cdot\mathbf A_m\rangle$, which is also the full centred value since $\psi_1=0$ at $\mathbf d=0$. A cyclic shift of the triple product gives $\mathbf A_0\cdot(\mathbf m\times\mathbf s)=\mathbf m\cdot(\mathbf s\times\mathbf A_0)$. Further $\nabla_R(1/s)=\mathbf s/s^3$, and $\mathbf A_0(\mathbf r)$ does not depend on $\mathbf R$, so $\mathbf s\times\mathbf A_0/s^3=\nabla_R\times(\mathbf A_0/s)$. Hence

$$E_{mB}=\alpha^2\mathbf m\cdot\nabla_R\times\mathbf a,\qquad \mathbf a=\tfrac12\mathbf B\times\int\frac{\rho\,\mathbf r}{s}\,d^3r .$$

By symmetry the integral points along $\hat{\mathbf R}$, and the component of $\mathbf r$ along $\hat{\mathbf R}$ is $rP_1(\cos\gamma)$. In $1/s=\sum_lr_<^l\,r_>^{-l-1}P_l(\cos\gamma)$ only $l=1$ survives, with $\int P_1^2\,d\Omega=4\pi/3$. The integral is then $g(R)\mathbf R$, where

$$g=\frac43\Big[\frac1{R^3}\int_0^Rr^4e^{-2r}dr+\int_R^\infty re^{-2r}dr\Big]=\frac P{R^3}+t,$$

$$P=1-e^{-2R}\big(1+2R+2R^2+\tfrac43R^3+\tfrac23R^4\big),\qquad t=\tfrac13(1+2R)e^{-2R}.$$

The first integral is $\tfrac34P$ by the formula in (e) with $n=4$, and the second is $\tfrac14(1+2R)e^{-2R}$. In the derivative, $P'/R^3=\tfrac43Re^{-2R}$ (from the integral form) cancels $t'=-\tfrac43Re^{-2R}$, so $g'=-3P/R^4$.

The curl of $\mathbf a=\tfrac12g\,\mathbf B\times\mathbf R$ needs $\nabla_R\times(\mathbf B\times\mathbf R)=3\mathbf B-\mathbf B=2\mathbf B$ and $\hat{\mathbf R}\times(\mathbf B\times\mathbf R)=R[\mathbf B-\hat{\mathbf R}(\hat{\mathbf R}\cdot\mathbf B)]$:

$$\nabla_R\times\mathbf a=g\mathbf B+\tfrac12Rg'\,[\mathbf B-\hat{\mathbf R}(\hat{\mathbf R}\cdot\mathbf B)].$$

For $\mathbf B$ along $\mathbf R$ the bracket vanishes; for $\mathbf B$ across $\mathbf R$ it equals $\mathbf B$. Therefore

$$\sigma_\parallel=\alpha^2\Big(t+\frac P{R^3}\Big),\quad \sigma_\perp=\alpha^2\Big(t-\frac P{2R^3}\Big),\quad \sigma_{\rm iso}=\tfrac13(\sigma_\parallel+2\sigma_\perp)=\alpha^2t .$$

As $R\to0$, $P\simeq4R^5/15$ and $t\to\tfrac13$, which recovers (b). As $R\to\infty$, $P\to1$ and $t\to0$, so $\sigma_\parallel\to\alpha^2/R^3$ and $\sigma_\perp\to-\alpha^2/2R^3$. This is the field of the induced moment $\boldsymbol\mu=\xi\mathbf B=-\tfrac12\mathbf B$: the dipole field $\alpha^2[3\hat{\mathbf R}(\hat{\mathbf R}\cdot\boldsymbol\mu)-\boldsymbol\mu]/R^3$ equals $-\alpha^2\mathbf B/R^3$ along the axis and $+\alpha^2\mathbf B/2R^3$ across it, and $E_{mB}=-\mathbf m\cdot\mathbf B_{\rm ind}$ reverses the signs.

For $R=1.5$, $e^{-3}=0.049787$. The polynomial in $q$ is $1+3+4.5=8.5$, so $q=1-8.5\,e^{-3}=0.576810$. That in $P$ is $8.5+4.5+3.375=16.375$, so $P=0.184737$ and $P/R^3=0.184737/3.375=0.054737$. Also $t=\tfrac43e^{-3}=0.066383$. Then, in ppm,

$$\sigma_\parallel=53.2514\,(0.066383+0.054737)=6.450,$$

$$\sigma_\perp=53.2514\,(0.066383-0.054737/2)=2.078,$$

$$\sigma_{\rm iso}=53.2514\times0.066383=3.535 .$$

The prefactor of the shift is $53.2514\times0.576810/4.5=6.8258$ ppm/bohr. With $\mathbf d\cdot\hat{\mathbf R}=2$ the tensor in brackets has $xx=yy=2$, $zz=2-2=0$, $xz=-d_x=-1$ and $zx=0$. In ppm:

| | $xx=yy$ | $zz$ | $xz$ | $zx$ |
|---|---|---|---|---|
| dia | $15.729$ | $6.450$ | $-6.826$ | $0$ |
| para | $-13.652$ | $0$ | $6.826$ | $0$ |
| sum | $2.078$ | $6.450$ | $0$ | $0$ |

Each entry is rounded separately, which accounts for the unit in the last digit of the first column. The isotropic parts are $12.636$ and $-9.101$ ppm, with sum $3.535$ ppm.

**(g) Show what the cancellation in $\xi$ requires of a set of expansion functions. Evaluate the contribution of the $2p$ level, and the origin error in the basis $e^{-\zeta r}$, $r_ie^{-\zeta r}$.**

*Answer.* Projecting the first-order equation on exact eigenstates $|n\rangle$ gives $\langle n|\psi_1\rangle=\tfrac12\langle n|\mathbf k\cdot\mathbf p|0\rangle/(E_n-E_0)$. The paramagnetic energy becomes $-\tfrac14\sum_n|\langle n|\mathbf k\cdot\mathbf p|0\rangle|^2/(E_n-E_0)$, and by isotropy $\mathbf k$ may be taken along $z$:

$$\xi^{\rm para}=\tfrac14DS,\qquad S=\sum_{n\ne0}f_n,\qquad f_n=\frac{2|\langle n|p_z|0\rangle|^2}{E_n-E_0}.$$

Comparison with (d) gives $S=1$ for the complete set, continuum included. By (c), $\langle n|p_z|0\rangle=i(E_n-E_0)\langle n|z|0\rangle$, so the $f_n$ are oscillator strengths and $S=1$ is the Thomas–Reiche–Kuhn sum rule.

For $f=e^{-\zeta r}$, $\nabla^2f=f''+2f'/r$ and $\nabla^2(zf)=z(f''+4f'/r)$, so

$$H_0f=\Big[-\frac{\zeta^2}2+\frac{\zeta-1}r\Big]f,\qquad H_0zf=\Big[-\frac{\zeta^2}2+\frac{2\zeta-1}r\Big]zf .$$

At $\zeta=\tfrac12$ the second function is the $2p$ state, with $E=-\tfrac18$, $E-E_0=\tfrac38$ and squared norm $\tfrac{4\pi}3\,4!=32\pi$. With $\partial_z\psi_0=-(z/r)\psi_0$ and $\int_0^\infty r^3e^{-3r/2}dr=6(2/3)^4=32/27$,

$$|\langle2p|p_z|0\rangle|=\frac1{\pi\sqrt{32}}\cdot\frac{4\pi}3\cdot\frac{32}{27}=\frac{4\sqrt{32}}{81},\qquad f_2=\frac{16}3\cdot\frac{2^9}{3^8}=\frac{2^{13}}{3^9}=0.4162 .$$

Keeping $2p$ alone gives $\xi_{yy}=-1.75+0.4162\times1.25=-1.230$ a.u. in place of $-0.5$. For higher levels the angular integral $\int Y_{10}\cos\theta\,Y_{00}\,d\Omega=1/\sqrt3$ gives $f_n=\tfrac23\big(\int R_{n1}R_{10}r^2dr\big)^2/(E_n-E_0)$, with $E_n=-1/2n^2$, $R_{10}=2e^{-r}$ and $R_{n1}$ the normalised function proportional to $xe^{-x/2}L^{(3)}_{n-2}(x)$, $x=2r/n$, where $L$ is a generalised Laguerre polynomial. Adaptive numerical quadrature of the radial integral gives partial sums $0.5578$ for $n\le10$ and $0.5631$ for $n\le20$. At $n=20$, $n^3f_n=1.573$; if the terms are assumed to continue as $1.573/n^3$, the estimate for all bound levels is $0.565$. On that estimate the continuum supplies the rest of $S$, somewhat less than half.

In a finite basis the same sum runs over the basis eigenstates. In the minimal basis the squared norms are $\pi/\zeta^3$ and $\tfrac{4\pi}3\,4!/(2\zeta)^5=\pi/\zeta^5$. The averages of $1/r$ are $[1!/(2\zeta)^2]/[2!/(2\zeta)^3]=\zeta$ and $[3!/(2\zeta)^4]/[4!/(2\zeta)^5]=\zeta/2$. Hence $E_s=\zeta^2/2-\zeta$, $E_p=\zeta^2/2-\zeta/2$ and $E_p-E_s=\zeta/2$. Since $\partial_zf=-\zeta(z/r)f$, the coupling is

$$|\langle p|p_z|s\rangle|=\frac{\zeta^4}\pi\cdot\zeta\cdot\frac{4\pi}3\cdot\frac{3!}{(2\zeta)^4}=\frac\zeta2,$$

so $S=2(\zeta/2)^2/(\zeta/2)=\zeta$. The diamagnetic shift $-D/4$ holds for any normalised spherical state, and the centred paramagnetic term is still zero, so

$$\xi(\mathbf d)-\xi(0)=\tfrac14(\zeta-1)D .$$

At $\zeta=1$ the basis contains both $\psi_0$ and $\psi_1$ and the error vanishes. For $\zeta=1.3$ bohr$^{-1}$ the $yy$ error is $0.3\times1.25=0.375$ a.u., three quarters of the exact $|\xi|$. It is positive because $S>1$: the value $1$ does not bound $S$ when the basis ground state is not an eigenfunction of $H_0$.

The basis can be extended to $r^ne^{-\zeta r}$ and $r_ir^ne^{-\zeta r}$ with $n=0,\dots,N-1$, keeping $\zeta=1.3$ bohr$^{-1}$. With matrix elements from Gauss–Laguerre quadrature, diagonalisation of $H_0$ and the sum over basis states, $\xi_{yy}(\mathbf d)-\xi_{yy}(0)$ within the same basis is $5.1\times10^{-3}$ a.u. for $N=3$ and $3.8\times10^{-7}$ a.u. for $N=6$; for $N=12$ it is of order $10^{-14}$ a.u., the level of floating-point rounding. Attaching the phase $e^{iw/2}$ to each basis function (London orbitals) removes the error at any $N$, because the identity in (c) makes every matrix element equal to its centred value.

The exact cancellation rests on $[H_0,\mathbf r]=-i\mathbf p$. It is no longer guaranteed if $H_0$ contains a nonlocal potential $V$ that is left independent of the field: such a potential does not commute with $\mathbf r$, and the step $\mathbf p\psi_0=i(H_0-E_0)\,\mathbf r\psi_0$ of (c) then holds only if $[V,\mathbf r]\psi_0=0$. For a degenerate level the nondegenerate expansion of (a) does not apply as written, although the gauge identity of (c) still makes the exact energies independent of $\mathbf d$.

All numerical values are calculated from the stated model.
